\section*{Gate-referred flicker noise when trapped charge changes carrier number and mobility}

\section{One trapped electron, mobility untouched}

Take an n-channel transistor with gate length $L$, width $W$ and area $A=WL$, at a drain voltage $V_D$ so small that the channel is uniform. With $N$ channel electrons per area and mobility $\mu$, the current is
\begin{equation}
I=\frac{W}{L}\,\mu N V_D .
\end{equation}
The algebra is in atomic units, $e=\hbar=m_e=4\pi\varepsilon_0=1$. An oxide of thickness $t$ and relative permittivity $\kappa$ has capacitance per area $C=\kappa/(4\pi t)$. The gate voltage $V_G$ is counted from flat band.

Put a sheet of $\delta N$ trapped electrons per area at the oxide interface. The semiconductor holds negative charge $Q=N+N_{\rm dep}$ per area, where $N_{\rm dep}$ is the density of bare acceptors. The gate balances both charges, so the oxide field is $4\pi(Q+\delta N)/\kappa$. With surface potential $\phi_s$,
\begin{equation}
V_G-\phi_s=\frac{Q+\delta N}{C}
\quad\Longrightarrow\quad
\Big(V_G-\frac{\delta N}{C}\Big)-\phi_s=\frac{Q}{C}.
\end{equation}
The semiconductor behaves as if the gate voltage had dropped by $\delta N/C$. With the transconductance $g_m=\partial I/\partial V_G$,
\begin{equation}
\delta I=-\frac{g_m}{C}\,\delta N,\qquad \frac{\delta I}{g_m}=-\frac{\delta N}{C}.
\end{equation}
Referred to an ideal metal gate, as assumed throughout, this number fluctuation does not depend on bias.

A real trap is a point, not a sheet. Let it change the sheet conductivity $\sigma_0$ locally by $\delta\sigma(x,y)$, with $x$ along the channel. Steady current is the same through every cross-section, so $I=L^{-1}\int j_x\,dA$. To first order $\delta j_x=E_0\,\delta\sigma-\sigma_0\,\partial_x\phi_1$, where $E_0=V_D/L$ and $\phi_1$ is the change of channel potential. Since $\phi_1$ vanishes at both contacts and $\sigma_0$ is uniform, the last term integrates to zero. Dividing by $I=\sigma_0E_0W$ gives
\begin{equation}
\frac{\delta I}{I}=\frac1A\int\frac{\delta\sigma}{\sigma_0}\,dA .
\end{equation}
The area integral of a linear response to one point charge equals the response to the same charge spread evenly. One trap therefore counts as $\delta N=1/A$, provided the response is linear. In weak inversion the potential of one charge exceeds $kT$ within a few nanometres and this is only approximate: for the device below at 1.2 V, an acceptor-like trap 1.5 nm deep removes about 15\% fewer carriers than the linear count, and a donor-like one about 40\% more. The current follows the linear count more closely than the carriers do. In two dimensions the rerouting of current around the spot offsets the second-order term, and with local conduction assumed down to this scale both current responses lie within about 2\% of the linear value.

\section{The same electron also scatters}

Let $n$ be the density of charged scattering centres and write
\begin{equation}
\frac1\mu=\frac1{\mu_b(F)}+\alpha n ,
\label{eq:mob}
\end{equation}
which assumes that scattering rates add. When relaxation times depend on energy this is approximate, and $\alpha$ means the derivative $\partial(1/\mu)/\partial n$. In a simple two-dimensional model with a constant background time and a Coulomb time growing as $E^{1/2}$ or $E$, this derivative exceeds the value for Coulomb scattering alone by a factor between 1.1 and 2 over the densities of the example below; the factor falls as $N$ grows and tends to 1 in a degenerate channel. Here $\mu_b$ contains all other scattering and depends on the mean normal field $F$ in the channel. That field is set by the semiconductor charge, hence by the effective gate voltage $V'=V_G-\delta N/C$. The current is thus a function $I(V',n)$, and
\begin{equation}
\delta I=\Big(\frac{\partial I}{\partial V'}\Big)_{n}\delta V'
+\Big(\frac{\partial I}{\partial n}\Big)_{V'}\delta n .
\end{equation}
The first derivative is the full $g_m$, including the change of $\mu_b$ with field. For the second, (\ref{eq:mob}) gives $-\delta\mu/\mu^2=\alpha\,\delta n$, and $I\propto\mu$ gives $(\partial I/\partial n)_{V'}=-\alpha\mu I$.

An acceptor-like trap is neutral when empty and negative when filled, so $\delta n=+\delta N$. A donor-like trap is positive when empty and neutral when filled, so $\delta n=-\delta N$. Both gain one negative charge on filling, so $\delta V'$ is the same. With the upper sign for acceptor-like traps,
\begin{equation}
\delta I=-\frac{g_m}{C}\Big(1\pm\alpha\mu C\,\frac{I}{g_m}\Big)\delta N .
\label{eq:resp}
\end{equation}
The two effects come from one event, so their amplitudes add before any squaring.

As a limit, take strong inversion with constant $\mu_b$ and $N=C(V_G-V_T)$, where $V_T$ is the threshold. Then $I/g_m=N/C$, and for acceptor-like traps (\ref{eq:resp}) becomes
\begin{equation}
\frac{\delta I}{I}=-\Big(\frac1N+\alpha\mu\Big)\delta N .
\end{equation}
The first term is the lost electron and the second is the slowing of those that remain. In this limit of constant $\mu_b$, scattering wins when $\alpha\mu N>1$. In weak inversion $I/g_m$ is of order $kT$, the correction is small if $\alpha\mu C\,kT\ll1$, and the number effect remains.

\section{From one trap to a $1/f$ spectrum}

A trap captures at rate $c$ when empty and emits at rate $r$ when full. Its filling probability obeys $\dot P=c(1-P)-rP$, which relaxes to $p=c/(c+r)$ with time $\tau=1/(c+r)$. The occupation has variance $p(1-p)$ and autocorrelation $p(1-p)e^{-|s|/\tau}$ at time lag $s$. The one-sided spectrum, with $\omega=2\pi f$, is
\begin{equation}
S_1=4p(1-p)\int_0^\infty e^{-s/\tau}\cos\omega s\,ds
=\frac{4\tau p(1-p)}{1+\omega^2\tau^2}.
\end{equation}

Let independent traps have density $N_t$ per volume and energy, uniform over the depths and the few $kT$ that matter. Each contributes $1/A$ to $\delta N$, and there are $A N_t\,dE\,dz$ of them:
\begin{equation}
S_N=\frac{N_t}{A}\int dE\,p(1-p)\int dz\,\frac{4\tau}{1+\omega^2\tau^2}.
\end{equation}
For the Fermi function $dp/dE=-p(1-p)/kT$, so the energy integral is $kT$. Exchange by tunnelling gives $\tau=\tau_0e^{z/\lambda}$ at distance $z$ from the channel. With $\theta=\omega\tau$ we have $dz=\lambda\,d\theta/\theta$, and
\begin{equation}
\int dz\,\frac{4\tau}{1+\omega^2\tau^2}
=\frac{4\lambda}{\omega}\int_0^\infty\frac{d\theta}{1+\theta^2}
=\frac{2\pi\lambda}{\omega}=\frac{\lambda}{f}.
\end{equation}
The limits may be extended to zero and infinity if $\omega\tau_0\ll1\ll\omega\tau_0e^{t/\lambda}$. An energy dependence of $\tau_0$ moves these limits but not the integral. Hence
\begin{equation}
S_N=\frac{kT\,N_t\lambda}{A f}.
\end{equation}
Squaring (\ref{eq:resp}) and dividing by $g_m^2$ gives, for acceptor-like traps all counted as if at the interface,
\begin{equation}
S_{VG}=\frac{S_I}{g_m^2}=\frac{kT\,N_t\lambda}{A C^2 f}
\Big(1+\alpha\mu C\,\frac{I}{g_m}\Big)^2 .
\label{eq:iface}
\end{equation}

When scattering dominates, $S_I/I^2=\alpha^2\mu^2S_N$. At constant $\alpha\mu$ the relative current noise is then independent of bias, although trapping is still its cause.

\section{The traps are inside the oxide}

The factor $1/f$ came from traps at different depths, so placing them all at the interface is inconsistent in a thin oxide. With the sheet at depth $z$, the oxide field is $4\pi Q/\kappa$ over the length $z$ next to the channel and $4\pi(Q+\delta N)/\kappa$ over the remaining $t-z$. Therefore
\begin{equation}
V_G-\phi_s=\frac QC+w(z)\frac{\delta N}{C},\qquad w(z)=1-\frac zt .
\end{equation}
The gate shift is reduced by $w(z)$. With $\alpha$ taken as constant over the depths that matter, the scattering term is unchanged. Put $B=\alpha\mu C I/g_m$. The squared gate-referred response is then $(w(z)+B)^2/C^2$, to be averaged over depth.

An energy dependence of $\tau_0$ would shift the active depth, so $\tau_0$ is now taken as the same for all active traps and at all biases. From $\theta=\omega\tau_0e^{z/\lambda}$,
\begin{equation}
z=z_f+\lambda\ln\theta,\qquad z_f=\lambda\ln\frac1{2\pi f\tau_0},
\end{equation}
and the normalized weight of $\theta$ is $(2/\pi)/(1+\theta^2)$. The standard integral
\begin{equation}
\langle\theta^{a}\rangle=\frac2\pi\int_0^\infty\frac{\theta^{a}\,d\theta}{1+\theta^2}
=\frac1{\cos(\pi a/2)}=1+\frac{\pi^2a^2}{8}+\dots
\end{equation}
is to be compared with $\langle e^{a\ln\theta}\rangle=1+a\langle\ln\theta\rangle+\tfrac12a^2\langle\ln^2\theta\rangle+\dots$. It follows that $\langle\ln\theta\rangle=0$ and $\langle\ln^2\theta\rangle=\pi^2/4$. The mean weight is $w=1-z_f/t$, its variance is $(\pi\lambda/2t)^2$, and
\begin{equation}
\big\langle(w(z)+B)^2\big\rangle=(w+B)^2+\Big(\frac{\pi\lambda}{2t}\Big)^2 .
\label{eq:avg}
\end{equation}
Dropping the small variance and taking out $w^2$ gives
\begin{equation}
\boxed{S_{VG}=S_{fb}\Big(1+\Omega\frac{I}{g_m}\Big)^2,\quad
\Omega=\frac{\alpha\mu C}{w},\quad
S_{fb}=\frac{w^2kT\,N_t\lambda}{A C^2 f}}
\label{eq:main}
\end{equation}
where $S_{fb}$ is the flat-band voltage noise. For $w\to1$ this returns (\ref{eq:iface}). Because $w$ grows with frequency, $dw/d\ln f=\lambda/t$, the logarithmic slope of $S_{fb}$ is $-1+2\lambda/(tw)$ rather than $-1$.

\section{Other trap populations}

Write $X=\Omega I/g_m$. Donor-like traps give $(1-X)^2$. Their number and mobility effects cancel at $X=1$, where the variance dropped from (\ref{eq:avg}) must be restored. If a fraction $a$ of the active traps is acceptor-like, independent noises add as powers:
\begin{equation}
a(1+X)^2+(1-a)(1-X)^2=1+2(2a-1)X+X^2 .
\end{equation}
This is a perfect square only for $a=0$ or $a=1$. An equal mixture gives $1+X^2$, with no linear term.

\section{A silicon transistor in numbers}

The parameters are rough typical ones for a silicon transistor with a boron-doped body and a silicon dioxide gate insulator: $T=300$ K, $t=5$ nm, $W=20\ \mu$m, $L=5\ \mu$m, $V_D=50$ mV, doping $3\times10^{17}$ cm$^{-3}$ and $N_t=10^{17}$ cm$^{-3}$eV$^{-1}$. With $\kappa=3.9$, $C=0.691\ \mu$F/cm$^2$. All traps are acceptor-like, with $\alpha=3000$ V\,s/C and $\tau_0=10^{-10}$ s. A barrier $\Phi=3.1$ eV and tunnelling mass $m=0.5$ give $\lambda=1/(2\sqrt{2m\Phi})$, that is $0.0784$ nm. At 10 Hz, $z_f=1.48$ nm and $w=0.704$.

With $e$ restored, $kT\,N_t\lambda=2.03\times10^7$ cm$^{-2}$ and
\begin{align}
S_{fb}&=\frac{0.704^2\,(1.602\times10^{-19})^2\,(2.03\times10^{7})}
{10^{-6}\,(0.691\times10^{-6})^2\,(10)}\nonumber\\
&=5.4\times10^{-14}\ \mathrm{V^2/Hz},
\end{align}
where lengths are in cm.

For $N$ and $F$, Poisson's equation was solved across oxide and silicon by finite volumes and Newton iteration, with Fermi statistics for the electrons. The mobility law was $\mu_b=\mu_1/[1+(F/F_0)^{1.6}]$, with $\mu_1=600$ cm$^2$/Vs and $F_0=0.7$ MV/cm, plus $10^{11}$ cm$^{-2}$ static charged centres. The field was $F=e(N_{\rm dep}+N/2)/\varepsilon_{\rm Si}$ with relative permittivity 11.7, the band densities were $2.8\times10^{19}$ and $2.7\times10^{19}$ cm$^{-3}$ for electrons and holes, and the gap was 1.12 eV. A hole band density of $1.04\times10^{19}$ cm$^{-3}$ would lower the factors from 1.5 V up by about 5\%. A central difference in gate voltage gave $g_m$.

\begin{center}
\begin{tabular}{cccccc}
$V_G$ & $\mu$ & $I/g_m$ & $\Omega$ & $(1+X)^2$ & $S_{VG}$\\
V & cm$^2$/Vs & V & V$^{-1}$ & & $10^{-13}$ V$^2$/Hz\\
\hline
1.2 & 482 & 0.034 & 1.42 & 1.10 & 0.59\\
1.5 & 453 & 0.139 & 1.33 & 1.41 & 0.76\\
1.8 & 411 & 0.454 & 1.21 & 2.40 & 1.30\\
2.1 & 369 & 0.890 & 1.09 & 3.87 & 2.09\\
2.4 & 331 & 1.477 & 0.97 & 5.94 & 3.21
\end{tabular}
\end{center}

In the last row $I=41.2\ \mu$A and $g_m=27.9\ \mu$S, so $I/g_m=1.48$ V. Then $\Omega=3000\times331\times0.691\times10^{-6}/0.704=0.97$ V$^{-1}$, $X=1.44$ and $(1+X)^2=5.94$. The noise is $3.2\times10^{-13}$ V$^2$/Hz, or 18 atomic units.

The first row is in weak inversion, with $I/g_m=1.3\,kT/e$, and the correction is 10\% of $S_{fb}$. Further up, $\Omega$ falls with $\mu$, so the root of the noise is not a straight line in $I/g_m$. Had $\Omega$ kept its first value, the last factor would be 9.6. A line drawn through the roots of the first and last factors has slope $0.963$ V$^{-1}$ and intercept $1.015$. Their ratio, $0.95$ V$^{-1}$, is an apparent $\Omega$ below every entry in the table. Reading $\Omega$ from such a plot therefore requires constant $\alpha\mu$.

The full $g_m$ matters. At 2.4 V, $e\alpha\mu N$ is only 0.62; $X$ reaches 1.44 mainly because the field dependence of $\mu_b$ lowers $g_m$ and because $w<1$ weakens the number term. The regime of bias-independent $S_I/I^2$ is not reached: it falls fourfold from 1.8 to 2.4 V. With this mobility law $g_m$ vanishes near 5.4 V, at an oxide field of 8.4 MV/cm, where $S_{VG}$ diverges while $S_I$ stays finite. For interface traps at 2.4 V, replacing it in (\ref{eq:resp}) by the number part $I\,\partial\ln N/\partial V_G$ overstates the current response by 27\%. The interface formula (\ref{eq:iface}), with the correct $g_m$, gives $4.4\times10^{-13}$ V$^2$/Hz at this bias, 38\% above (\ref{eq:main}). It doubles $S_{fb}$ but has a smaller correction factor. The depth variance omitted from (\ref{eq:main}) adds 0.1\% at 1.2 V and less at 2.4 V.

With the bias and all else fixed at 2.4 V, an equal trap mixture would lower the factor from 5.94 to $1+1.44^2=3.1$, and purely donor-like traps would lower it to $0.44^2=0.19$.

\section{How far one device follows the mean}

Equation (\ref{eq:main}) is a mean over devices. For Poisson-distributed traps the variance of $\sum S_1$ is the expected sum of $S_1^2$. The integrals needed are
\begin{align}
\int p^2(1-p)^2dE&=kT\int_0^1p(1-p)\,dp=\frac{kT}{6},\\
\int\frac{\tau^2\,dz}{(1+\omega^2\tau^2)^2}
&=\frac{\lambda}{\omega^2}\int_0^\infty\frac{\theta\,d\theta}{(1+\theta^2)^2}
=\frac{\lambda}{2\omega^2}.
\end{align}
With $M=kT\,N_t\lambda A$, the variance is $16M/(12\omega^2)=4M/(3\omega^2)$ and the mean is $2\pi M/\omega$. The relative standard deviation at one frequency is therefore $1/\sqrt{3\pi^2M}$, if all traps have equal current response. Here $M=20$ and the scatter is 4\%. At one hundredth of the area, other parameters fixed, it is 41\%, and the spectrum is no longer a smooth $1/f$ law: the slope over one decade lies between about $-1.3$ and $-0.7$ in nine devices out of ten. Unequal trap responses add to the scatter. For exponentially distributed amplitudes $\langle a^4\rangle/\langle a^2\rangle^2=24/4$, so it grows by $\sqrt6$, to 10\% and 100\%, and the slope range of the small device widens to about $-1.55$ to $-0.45$.

\section{The model beside a real transistor}

The least secure assumption is constant $\alpha$. Channel electrons screen the trapped charge, so $\alpha$ should fall as $N$ grows. Halving it at 2.4 V, with $\mu$, $I$ and $g_m$ held fixed, lowers the factor from 5.9 to 3.0. The real variation can be larger: a rough screened Born estimate for the lowest subband has $\alpha$ at depth $z_f$ falling about sevenfold, from roughly 5000 to 700 V\,s/C, between 1.5 V and 2.4 V, and three to five times larger at the interface than at $z_f$. With those values, and $\mu$, $I$ and $g_m$ as tabulated, the factor stays near 1.7 to 1.8 from 1.5 V up. The rise of the factor over these rows therefore rests on constant $\alpha$. Capture in real oxides can also involve thermally activated lattice relaxation. Then frequency no longer selects a depth, and $w$ must come from the actual trap positions; moving them all to the interface gives the 38\% rise found above only if $\alpha$ stays the same, and more because closer traps scatter more strongly. A trap density that varies with depth changes the spectral slope. With tunnelling exchange, one that varies with trap level alone does so appreciably only if different depths sample different levels, as happens when the oxide field tilts them. With activated capture, a density that varies with activation energy changes the slope even for traps at a single depth.

The law $\tau=\tau_0e^{z/\lambda}$ ignores exchange with the gate. If that exchange has a similar $\tau_0$ and trap density, a second layer at depth $t-z_f$ is active with weight $z_f/t=0.296$ and adds $(0.296/0.704)^2\approx18\%$ to $S_{fb}$. Its addition to $S_{VG}$ at 2.4 V is 58\% if that layer has the same $\alpha$ and 3\% if it does not scatter. The law also takes $\tau_0$ as independent of bias. At 1.2 V the Fermi level lies $8\,kT$ below the band edge at the interface, so the active traps cannot exchange elastically with channel states. If $\tau_0$ scales inversely with the sheet density $N$ and equals $10^{-10}$ s at 2.4 V, $S_{fb}$ is about 40\% higher at 1.2 V and 10\% higher at 1.5 V. Further omissions have the following sizes in this example. A polysilicon gate doped $10^{20}$ cm$^{-3}$ in place of the ideal metal acts like 0.21 to 0.26 nm of extra oxide on the gate side and raises the number noise by 12\% at 1.2 V and 15\% at 2.4 V, at the same channel charge. An assumed series resistance of 25 ohm is 2\% of the channel resistance at 2.4 V. A triangular-well estimate for the lowest subband of a (100) surface, with silicon's heavy mass, 0.916, puts the electrons at 2.4 V some 1.4 nm from the interface, against 0.7 nm in the classical solution. This acts on the gate drive like 0.2 nm of extra oxide, 4.5\% of $t$; with the higher subbands it is nearer 6\%. Confinement also raises the threshold by roughly 60 mV, which lowers the tabulated factors from 1.5 V up by 8 to 10\% at the same $V_G$. At 2.4 V the oxide field is 2.7 MV/cm, well below breakdown at roughly 10 MV/cm. It still tilts the trap levels by 0.4 eV over $z_f$, so $N_t$ must be uniform over that range, and it lowers the barrier enough to raise $S_{fb}$ by about 4\%. Thermal channel noise, $4kT(I/V_D)/g_m^2$, adds $1.8\times10^{-14}$ V$^2$/Hz at 2.4 V, about 5\% of the flicker noise at 10 Hz. In weak inversion it is not small: at 1.2 V the same formula gives about 40\%, and with the drop along the channel included the white noise exceeds the flicker noise at 10 Hz. The derivation assumed a uniform channel. At $V_D=50$ mV, about $2kT/e$, this is only approximate: at 1.2 V the density at the drain is 15\% of that at the source, although $S_{VG}$ is unchanged there, and from 1.5 V up an average along the channel lowers $S_{VG}$ by 4 to 5\%. Use in saturation would need that average throughout.

All numerical values are calculated from the stated model.
